# Dipolar Fields at Interstitial Muons in Nickel and Iron: test program

```python
"""
Dipolar field at a muon from the moments inside a Lorentz sphere.
Result under test: B_dip = T.M (Gaussian units), T symmetric and traceless.
  fcc octahedral site: T = 0 for every direction of M.
  bcc octahedral and tetrahedral sites: T has eigenvalues s, -s/2, -s/2 with
  the unique axis along x, y or z in equal numbers; for M along a cube axis
  1/3 of the sites feel s*M and 2/3 feel -s*M/2.
Symbols: a cubic lattice constant, M magnetisation, n moments per volume,
s axial eigenvalue, gamma muon gyromagnetic ratio, nu total hop rate.
Lengths inside the lattice sums are in units of a.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, zeta

BCC = np.array([[0, 0, 0], [.5, .5, .5]])
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
CUBE = np.ones(3)
EYE = np.eye(3)


def offsets(site, basis, cell, reach):
    """Vectors from the site to all atoms in cells -reach..reach."""
    axes = [np.arange(-k, k + 1) for k in reach]
    cells = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    frac = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
    return (frac - np.asarray(site)) * cell


def dipole_sum(d):
    """Sum of (3 x_i x_j - r^2 delta_ij) / r^5 over the vectors d."""
    r2 = np.sum(d * d, axis=1)
    return 3 * (d.T * r2**-2.5) @ d - EYE * np.sum(r2**-1.5)


def sphere_tensor(site, basis, radius):
    k = int(radius) + 2
    d = offsets(site, basis, CUBE, (k, k, k))
    d = d[np.sum(d * d, axis=1) < radius**2]
    return dipole_sum(d) / len(basis)


def ewald_tensor(site, basis, cell=CUBE, alpha=2.0):
    """Same tensor for an infinite sphere, by Ewald summation."""
    density = len(basis) / np.prod(cell)
    d = offsets(site, basis, cell, (3, 3, 3))
    r2 = np.sum(d * d, axis=1)
    r = np.sqrt(r2)
    gauss = 2 * alpha / np.sqrt(np.pi) * np.exp(-alpha**2 * r2) / r2
    b = erfc(alpha * r) / r**3 + gauss
    c = 3 * erfc(alpha * r) / r**5 + gauss * (2 * alpha**2 + 3 / r2)
    total = (d.T * c) @ d - EYE * b.sum()
    m = np.array([v for v in itertools.product(range(-5, 6), repeat=3) if any(v)])
    g = 2 * np.pi * m / cell
    g2 = np.sum(g * g, axis=1)
    phase = np.cos(g @ ((basis - np.asarray(site)) * cell).T).sum(axis=1)
    w = np.exp(-g2 / (4 * alpha**2)) / g2 * phase
    total -= 4 * np.pi / np.prod(cell) * (g.T * w) @ g
    return total / density - 4 * np.pi / 3 * EYE


def site_symmetry(site, basis):
    """Order of the site group and number of free constants in T."""
    d = offsets(site, basis, CUBE, (3, 3, 3))
    d = np.rint(4 * d[np.sum(d * d, axis=1) < 1.3**2]).astype(int)
    cluster = set(map(tuple, d))
    characters = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            g = np.diag(signs) @ np.eye(3, dtype=int)[list(perm)]
            if set(map(tuple, d @ g.T)) == cluster:
                characters.append((np.trace(g)**2 + np.trace(g @ g)) / 2 - 1)
    return len(characters), int(round(np.mean(characters)))


# ---------- lattice sums and symmetry ----------
OCT_FCC = np.array([.5, .5, .5])
OCT_BCC = np.array([.5, .5, 0])
TET_BCC = np.array([.5, 0, .25])
cases = [("fcc octahedral", OCT_FCC, FCC), ("fcc tetrahedral", np.full(3, .25), FCC),
         ("fcc bond midpoint", np.array([.25, .25, 0]), FCC),
         ("bcc octahedral", OCT_BCC, BCC), ("bcc tetrahedral", TET_BCC, BCC)]
print("site: group order, free constants, eigenvalues of T (dimensionless)")
for name, site, basis in cases:
    T = ewald_tensor(site, basis)
    order, free = site_symmetry(site, basis)
    assert abs(np.trace(T)) < 1e-9
    assert np.allclose(T, ewald_tensor(site, basis, alpha=2.3), atol=1e-8)
    # a sharp sphere leaves a surface ripple that falls with radius
    assert np.allclose(T, sphere_tensor(site, basis, 30.0), atol=0.05)
    assert (free == 0) == (np.abs(T).max() < 1e-8)
    ev = np.linalg.eigvalsh(T)
    ev = np.where(np.abs(ev) < 1e-8, 0.0, ev)
    print(f"  {name}: {order}, {free}, {ev[0]:.3f} {ev[1]:.3f} {ev[2]:.3f}")
for radius in (1.0, 3.0, 10.0):
    assert np.abs(sphere_tensor(OCT_FCC, FCC, radius)).max() < 1e-10

s_oct = ewald_tensor(OCT_BCC, BCC)[2, 2]
s_tet = ewald_tensor(TET_BCC, BCC)[2, 2]
for radius in (10.0, 30.0):
    print(f"bcc octahedral s, direct sphere of radius {radius:.0f} a: "
          f"{sphere_tensor(OCT_BCC, BCC, radius)[2, 2]:.3f}")


def nearest(site, basis, count):
    d = offsets(site, basis, CUBE, (3, 3, 3))
    return d[np.argsort(np.sum(d * d, axis=1), kind="stable")[:count]]


six = dipole_sum(nearest(OCT_BCC, BCC, 6))[2, 2]
assert np.isclose(six, 32 - 8 * np.sqrt(2))
assert abs(dipole_sum(nearest(OCT_FCC, FCC, 6))[2, 2]) < 1e-10
print(f"bcc octahedral axial field, six neighbours: {six:.2f} mu/a^3")
print(f"bcc octahedral axial field, all moments: {2 * s_oct:.2f} mu/a^3")
four = dipole_sum(nearest(TET_BCC, BCC, 4))[2, 2]
print(f"bcc tetrahedral axial field, four neighbours: {four:.2f} mu/a^3")
print(f"bcc tetrahedral axial field, all moments: {2 * s_tet:.2f} mu/a^3")

# long cylinder magnetised along its axis: sphere part + Lorentz + demagnetising
R_cyl, L_cyl = 10.3, 50.25
d = offsets(OCT_BCC, BCC, CUBE, (12, 12, 52))
d = d[(d[:, 0]**2 + d[:, 1]**2 < R_cyl**2) & (np.abs(d[:, 2]) < L_cyl)]
cylinder = dipole_sum(d)[2, 2] / 2
demag = -4 * np.pi * (1 - L_cyl / np.hypot(L_cyl, R_cyl))
assert abs(cylinder - (s_oct + 4 * np.pi / 3 + demag)) < 0.03
print(f"cylinder sum {cylinder:.3f}, sphere+Lorentz+demag "
      f"{s_oct + 4 * np.pi / 3 + demag:.3f} (units of M)")

# body-centred tetragonal path from bcc to fcc and beyond
path = {}
for ratio in (1.0, 1.2, np.sqrt(2), 1.6):
    path[ratio] = ewald_tensor(OCT_BCC, BCC, np.array([1, 1, ratio]))[2, 2]
    shown = 0.0 if abs(path[ratio]) < 1e-8 else path[ratio]
    print(f"tetragonal path c/a = {ratio:.3f}: s = {shown:.3f}")
assert path[1.0] > path[1.2] > 0 > path[1.6] and abs(path[np.sqrt(2)]) < 1e-8

# ---------- all interstitial sites of the bcc cube ----------
oct_sites = sorted(set(itertools.permutations((.5, .5, 0.)))
                   | set(itertools.permutations((.5, 0., 0.))))
tet_sites = sorted(set(itertools.permutations((0., .5, .25)))
                   | set(itertools.permutations((0., .5, .75))))
rng = np.random.default_rng(1)
m_random = rng.normal(size=3)
m_random /= np.linalg.norm(m_random)
m_111 = np.ones(3) / np.sqrt(3)
hop_probability = {}
for name, sites, s in (("octahedral", oct_sites, s_oct), ("tetrahedral", tet_sites, s_tet)):
    tensors = [ewald_tensor(p, BCC) for p in sites]
    axis = [int(np.argmax(np.abs(np.diag(T)))) for T in tensors]
    fields = np.array([T @ EYE[2] for T in tensors])
    assert np.abs(fields[:, :2]).max() < 1e-8
    along = int(np.sum(np.isclose(fields[:, 2], s)))
    across = int(np.sum(np.isclose(fields[:, 2], -s / 2)))
    assert along + across == len(sites) and across == 2 * along
    assert np.abs(sum(tensors)).max() < 1e-7
    for T, ax in zip(tensors, axis):
        for m in (m_random, m_111):
            c = m[ax]
            assert np.isclose(m @ T @ m, s * (3 * c * c - 1) / 2, atol=1e-8)
            assert np.isclose(np.linalg.norm(T @ m), abs(s) / 2 * np.sqrt(1 + 3 * c * c))
    print(f"{name} sites per cube: {along} with s*M, {across} with -s*M/2")
    counts = np.zeros((3, 3))
    shifts = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
    points = (np.array(sites)[:, None, :] + shifts[None]).reshape(-1, 3)
    point_axis = np.repeat(axis, len(shifts))
    for p, ax in zip(sites, axis):
        dist = np.linalg.norm(points - np.array(p), axis=1)
        shortest = dist[dist > 1e-6].min()
        for j in point_axis[np.abs(dist - shortest) < 1e-6]:
            counts[ax, j] += 1
    hop_probability[name] = counts / counts.sum(axis=1, keepdims=True)
    assert np.allclose(hop_probability[name], (1 - EYE) / 2)

# ---------- iron and nickel, rough round inputs ----------
mu_B = const.physical_constants["Bohr magneton"][0] * 1e3      # erg/G
a_Fe, a_Ni, mom_Fe, mom_Ni = 0.287, 0.352, 2.2, 0.6            # nm, Bohr magnetons
M_Fe = 2 * mom_Fe * mu_B / (a_Fe * 1e-7)**3 * 1e-4             # 1e4 G counted as 1 T
M_Ni = 4 * mom_Ni * mu_B / (a_Ni * 1e-7)**3 * 1e-4
lorentz_Fe, lorentz_Ni = 4 * np.pi / 3 * M_Fe, 4 * np.pi / 3 * M_Ni
contact_Fe = -1.1                                              # T, rough input
B_iso = contact_Fe + lorentz_Fe
gamma = 2 * abs(const.physical_constants["muon mag. mom."][0]) / const.hbar
to_MHz = gamma / (2 * np.pi) * 1e-6
print(f"inputs: Fe a={a_Fe} nm, {mom_Fe} mu_B; Ni a={a_Ni} nm, {mom_Ni} mu_B")
print(f"M (Gaussian, 1e4 G written as 1 T): Fe {M_Fe:.4f} T, Ni {M_Ni:.4f} T")
print(f"Lorentz field 4 pi M/3: Fe {lorentz_Fe:.3f} T, Ni {lorentz_Ni:.3f} T")
print(f"Fe contact field (input) {contact_Fe} T, isotropic sum {B_iso:.3f} T")
print(f"muon gamma/2pi: {to_MHz:.2f} MHz/T")
nu = 1e12
for name, s in (("octahedral", s_oct), ("tetrahedral", s_tet)):
    B1, B2 = s * M_Fe, -s * M_Fe / 2
    print(f"Fe {name} B_dip: 1/3 {B1:.3f} T ({10 * B1:.2f} kG), "
          f"2/3 {B2:.3f} T ({10 * B2:.2f} kG)")
    print(f"  field gap {abs(B1 - B2):.3f} T; static lines "
          f"{to_MHz * abs(B_iso + B1):.1f} MHz (1/3), {to_MHz * abs(B_iso + B2):.1f} MHz (2/3)")
    print(f"  M along [111]: transverse dipolar field {abs(s) * M_Fe / np.sqrt(2):.3f} T")
    omega = gamma * (B_iso + np.array([B2, B2, B1]))
    exchange = np.diag(1j * omega) + nu * (hop_probability[name].T - EYE)
    ev = np.linalg.eigvals(exchange)
    slow = ev[np.argmax(ev.real)]
    damping = (gamma * s * M_Fe)**2 / (3 * nu)
    assert np.isclose(-slow.real, damping, rtol=0.01)
    assert np.isclose(slow.imag, gamma * B_iso, rtol=0.01)
    print(f"  gamma*|s|*M = {gamma * abs(B1):.2e} 1/s; at nu = {nu:.0e} 1/s "
          f"damping {-slow.real * 1e-6:.3f} 1/us")
print(f"fast-hopping line in Fe: {to_MHz * abs(B_iso):.1f} MHz")

# ---------- size of neglected effects ----------


def relaxed_change(site, basis, count, fraction):
    d = nearest(site, basis, count)
    return (dipole_sum(d * (1 + fraction)) - dipole_sum(d)) / len(basis)


oct_relaxed = (s_oct + relaxed_change(OCT_BCC, BCC, 2, 0.10)[2, 2]) * M_Fe
tet_relaxed = (s_tet + relaxed_change(TET_BCC, BCC, 4, 0.05)[2, 2]) * M_Fe
assert np.abs(relaxed_change(OCT_FCC, FCC, 6, 0.05)).max() < 1e-10
print(f"Fe octahedral s*M, 2 nearest atoms 10% out: {oct_relaxed:.3f} T")
print(f"Fe tetrahedral s*M, 4 nearest atoms 5% out: {tet_relaxed:.3f} T")

# spherical spread: mean over a shell of radius 0.03 nm equals the centre value
nodes, weights = np.polynomial.legendre.leggauss(8)
shell_mean = 0.0
for u, w in zip(nodes, weights):
    for phi in np.arange(16) * np.pi / 8:
        q = np.sqrt(1 - u * u)
        v = np.array([q * np.cos(phi), q * np.sin(phi), u]) * 0.03 / a_Fe
        shell_mean += w / 32 * ewald_tensor(OCT_BCC + v, BCC)[2, 2]
assert np.isclose(shell_mean, s_oct, rtol=1e-5)

# anisotropic Gaussian spread at the Fe octahedral site
E_axis, E_plane = 0.50, 0.25                                   # eV, chosen quanta
m_mu = const.physical_constants["muon mass"][0]


def spread(E):
    return np.sqrt(const.hbar**2 / (2 * m_mu * E * const.e)) * 1e9


sig_z, sig_x = spread(E_axis), spread(E_plane)
x5, w5 = np.polynomial.hermite_e.hermegauss(5)
w5 = w5 / w5.sum()
s_spread = 0.0
for i, j, k in itertools.product(range(5), repeat=3):
    v = np.array([sig_x * x5[i], sig_x * x5[j], sig_z * x5[k]]) / a_Fe
    s_spread += w5[i] * w5[j] * w5[k] * ewald_tensor(OCT_BCC + v, BCC)[2, 2]
h = 0.01
curv = sum(c * ewald_tensor(OCT_BCC + np.array([0, 0, z]), BCC)[2, 2]
           for c, z in ((1, h), (-2, 0), (1, -h))) / h**2
second_order = curv * (sig_z**2 - sig_x**2) / (2 * a_Fe**2)
# the next order in (spread/distance)^2 is of relative size 0.1 to 0.2
assert abs((s_spread - s_oct) / second_order - 1) < 0.3
print(f"muon quanta {E_axis} eV axial, {E_plane} eV planar: rms {sig_z:.4f}, {sig_x:.4f} nm")
print(f"Fe octahedral s*M with this spread: {s_spread * M_Fe:.3f} T")

# nickel: an off-centre muon sees a field, the cubic average does not
step = 0.03 / a_Ni
moved = [ewald_tensor(OCT_FCC + sgn * step * EYE[k], FCC) for k in range(3) for sgn in (1, -1)]
assert abs(moved[4][2, 2]) > 1e-3 and np.abs(sum(moved)).max() < 1e-7
print(f"Ni muon 0.03 nm off centre along M: B_dip = {moved[4][2, 2] * M_Ni:.4f} T")

# thermal loss of magnetisation from spin waves of energy D k^2
stiffness, temperature = 2.8, 300.0                            # meV nm^2 (rough), K
kT = const.k * temperature / const.e * 1e3
magnons = quad(lambda k: k * k / np.expm1(stiffness * k * k / kT) / (2 * np.pi**2), 0, 15)[0]
assert np.isclose(magnons, zeta(1.5) * (kT / (4 * np.pi * stiffness))**1.5, rtol=1e-5)
loss = 2 * magnons / (2 * mom_Fe / a_Fe**3)
print(f"Fe spin-wave loss of M at {temperature:.0f} K "
      f"(stiffness {stiffness} meV nm^2): {100 * loss:.1f} %")
print("PASS")
```

Printed output:

```
site: group order, free constants, eigenvalues of T (dimensionless)
  fcc octahedral: 48, 0, 0.000 0.000 0.000
  fcc tetrahedral: 24, 0, 0.000 0.000 0.000
  fcc bond midpoint: 8, 2, -10.127 -8.668 18.794
  bcc octahedral: 16, 1, -5.354 -5.354 10.707
  bcc tetrahedral: 8, 1, -3.036 1.518 1.518
bcc octahedral s, direct sphere of radius 10 a: 10.720
bcc octahedral s, direct sphere of radius 30 a: 10.707
bcc octahedral axial field, six neighbours: 20.69 mu/a^3
bcc octahedral axial field, all moments: 21.41 mu/a^3
bcc tetrahedral axial field, four neighbours: -9.16 mu/a^3
bcc tetrahedral axial field, all moments: -6.07 mu/a^3
cylinder sum 14.638, sphere+Lorentz+demag 14.640 (units of M)
tetragonal path c/a = 1.000: s = 10.707
tetragonal path c/a = 1.200: s = 4.456
tetragonal path c/a = 1.414: s = 0.000
tetragonal path c/a = 1.600: s = -2.859
octahedral sites per cube: 2 with s*M, 4 with -s*M/2
tetrahedral sites per cube: 4 with s*M, 8 with -s*M/2
inputs: Fe a=0.287 nm, 2.2 mu_B; Ni a=0.352 nm, 0.6 mu_B
M (Gaussian, 1e4 G written as 1 T): Fe 0.1726 T, Ni 0.0510 T
Lorentz field 4 pi M/3: Fe 0.723 T, Ni 0.214 T
Fe contact field (input) -1.1 T, isotropic sum -0.377 T
muon gamma/2pi: 135.54 MHz/T
Fe octahedral B_dip: 1/3 1.848 T (18.48 kG), 2/3 -0.924 T (-9.24 kG)
  field gap 2.772 T; static lines 199.4 MHz (1/3), 176.3 MHz (2/3)
  M along [111]: transverse dipolar field 1.307 T
  gamma*|s|*M = 1.57e+09 1/s; at nu = 1e+12 1/s damping 0.826 1/us
Fe tetrahedral B_dip: 1/3 -0.524 T (-5.24 kG), 2/3 0.262 T (2.62 kG)
  field gap 0.786 T; static lines 122.1 MHz (1/3), 15.6 MHz (2/3)
  M along [111]: transverse dipolar field 0.371 T
  gamma*|s|*M = 4.46e+08 1/s; at nu = 1e+12 1/s damping 0.066 1/us
fast-hopping line in Fe: 51.1 MHz
Fe octahedral s*M, 2 nearest atoms 10% out: 1.161 T
Fe tetrahedral s*M, 4 nearest atoms 5% out: -0.416 T
muon quanta 0.5 eV axial, 0.25 eV planar: rms 0.0192, 0.0271 nm
Fe octahedral s*M with this spread: 1.550 T
Ni muon 0.03 nm off centre along M: B_dip = 0.1214 T
Fe spin-wave loss of M at 300 K (stiffness 2.8 meV nm^2): 1.8 %
PASS
```
